\section*{Retention lifetimes from a shared barrier distribution and from one activation energy}

\section{Definitions and conventions}

A ferroelectric capacitor is written into one state, stored at temperature $T$ without applied voltage for a time $t$, and read by a pulse that switches the stored state. Let $Q(t)$ be the charge switched by that pulse. The loss is
\begin{equation}
F(t,T)=1-\frac{Q(t)}{Q(0)},
\end{equation}
with both charges read at the same temperature, so that the temperature dependence of the polarization itself cancels. If a share $F$ of the volume has reversed, the net polarization has fallen to $1-2F$ of its initial value. The lifetime $t_F$ is the time at which the loss reaches a chosen level $F$. Energies are in eV, $\beta=1/kT$, and errors of lifetimes, unless stated in per cent, are given as $\ln(\text{predicted}/\text{true})$.

The film is modelled as independent regions. A region with barrier $E$ reverses once, without return, with relaxation time
\begin{equation}
\tau=\tau_0e^{\beta E}.
\label{tau}
\end{equation}
The prefactor $\tau_0$ and the normalized density of barriers $g(E)$ are the same at all temperatures; this is the meaning of a shared distribution. The chance that a region has reversed by time $t$ is $1-e^{-t/\tau}$, hence
\begin{equation}
F=\int g(E)\left(1-e^{-x}\right)dE,\qquad x=\frac{t}{\tau_0}e^{-\beta E}.
\label{loss}
\end{equation}

\section{The naive scheme and what it assumes}

The naive scheme extracts one activation energy $E_a$ from hot bakes and multiplies every hot lifetime by $\exp[E_a(\beta_{\rm use}-\beta_{\rm bake})]$. For this to hold at every loss level, the loss must have the form
\begin{equation}
F(t,T)=\Phi(\ln t-\beta E_a),
\label{rigid}
\end{equation}
with one function $\Phi$. Curves of loss against $\ln t$ then shift rigidly with temperature. This is a legitimate physical model: every region has the barrier $E_a$, and the prefactors are distributed, $\ln\tau=u+\beta E_a$ with a density in $u$.

Equation (\ref{loss}) behaves differently. Define the barrier reached at time $t$,
\begin{equation}
E^*=kT\ln(t/\tau_0),\qquad x=e^{y},\quad y=\beta(E^*-E).
\end{equation}
The factor $1-e^{-x}$ is nearly one for $E$ several $kT$ below $E^*$ and nearly zero for $E$ several $kT$ above it. Let $G(E)$ be the cumulative distribution. Subtracting a sharp step at $E^*$, and taking $g$ as constant over the few $kT$ where the difference matters, gives
\begin{align}
F-G(E^*)&\simeq g(E^*)kT\left[\int_{-\infty}^{0}(1-e^{-e^y})dy-\int_0^\infty e^{-e^y}dy\right]\nonumber\\
&=g(E^*)kT\left[\int_0^1\frac{1-e^{-x}}{x}dx-\int_1^\infty\frac{e^{-x}}{x}dx\right].
\end{align}
Integration by parts with $dx/x=d\ln x$ removes the boundary terms and turns the bracket into $-\int_0^\infty e^{-x}\ln x\,dx=\gamma\simeq0.577$, Euler's constant. Thus $F\simeq G(E^*+\gamma kT)$. If $E_F$ is the barrier quantile, $G(E_F)=F$, then $E^*=E_F-\gamma kT$ and
\begin{equation}
\ln t_F\simeq\ln\tau_0+\beta E_F-\gamma .
\label{quantile}
\end{equation}

At a fixed level this is an Arrhenius law. Where $g$ is nearly flat over a few $kT$, a distribution of barriers therefore does not spoil an Arrhenius plot. What changes is the energy, which depends on the level. Two levels are separated by
\begin{equation}
\ln t_{F_2}-\ln t_{F_1}\simeq\beta(E_{F_2}-E_{F_1}),
\label{stretch}
\end{equation}
so the curves stretch on cooling, whereas (\ref{rigid}) keeps the separation constant. This difference is what a fit can detect.

\section{How straight is a fixed-level plot?}

Equation (\ref{quantile}) needs a locally flat $g$. The slope can be found without that assumption. Let $L=\ln t_F$. Since $x=\exp(L-\ln\tau_0-\beta E)$, moving along the line of constant loss gives $dx=x(dL-E\,d\beta)$. The condition $dF=0$ becomes
\begin{equation}
0=\int g\,xe^{-x}\left(\frac{dL}{d\beta}-E\right)dE .
\end{equation}
With the weight $w=g\,xe^{-x}$ and $\langle\cdot\rangle$ the average over it,
\begin{equation}
\frac{d\ln t_F}{d\beta}=A_F=\langle E\rangle .
\label{slope}
\end{equation}
The factor $xe^{-x}$ peaks at $x=1$: the local activation energy is the mean barrier of the regions that are reversing at that moment.

For the bending, use $d\ln x/d\beta=A_F-E$, so that $d\ln w/d\beta=(1-x)(A_F-E)$. The derivative of a normalized average is the covariance of $E$ with this quantity:
\begin{equation}
\frac{d^2\ln t_F}{d\beta^2}=\langle(E-A_F)(1-x)(A_F-E)\rangle=\langle(x-1)(E-A_F)^2\rangle .
\label{bend}
\end{equation}
For flat $g$ the weight in $x$ is $e^{-x}dx$, and $E-A_F=-kT(\ln x+\gamma)$. Because $(x-1)e^{-x}=-d(xe^{-x})/dx$, one integration by parts reduces (\ref{bend}) to $2(kT)^2\langle\ln x+\gamma\rangle=0$, in agreement with (\ref{quantile}). Bending therefore shows that $g$ varies across the thermal window. The converse does not hold: for a single sharp barrier $E=A_F$ throughout, so (\ref{bend}) vanishes and the line is straight as well.

\section{A simulated experiment}

The data are simulated so that the true lifetime is known. The density $g$ is the sum of two Gaussians: a weak population with share 0.15, mean 1.50 eV and standard deviation 0.10 eV, and a main one with share 0.85, mean 1.85 eV and standard deviation 0.15 eV. The prefactor is $\tau_0=10^{-12}$ s, so $\ln(\tau_0/{\rm s})=-27.63$. Bakes at 150, 175, 200, 225 and 250~$^\circ$C are read 17 times each, evenly in $\ln t$ from 10 to $10^5$ s, with Gaussian noise of 0.003 in $F$. The use temperature is 85~$^\circ$C, where $kT=0.03086$ eV and $\beta=32.40$ eV$^{-1}$.

Evaluating (\ref{slope}) by sums over a fine energy grid gives, at 5, 10 and 20\% loss, $A_F=1.459$, 1.527 and 1.640 eV at 200~$^\circ$C, and 1.455, 1.524 and 1.637 eV at 85~$^\circ$C. The level changes the energy by 0.18 eV; going from 200 to 85~$^\circ$C changes it by at most 0.004 eV.

Accordingly, a straight line through the noise-free 5\% lifetimes of the four hottest bakes predicts the use lifetime 2\% too long. A harsher density, with 10\% of the barriers at $1.45\pm0.03$ eV and 90\% at $1.85\pm0.05$ eV (mean and standard deviation), was treated in the same way at 25 levels from 2 to 50\%, using computed lifetimes even where they lie beyond the last reading. On these levels the largest error was 6\%, at 12\% loss. They step over the gap between the two populations, where the line fails: it is 13\% too long at 9.9\% loss and about half the true lifetime at 10.1\%. A fixed-level line is not safe at a level where one population is exhausted and the next has barely begun.

Borrowing the energy from another level is far worse. The noise-free 20\% lifetimes at 225 and 250~$^\circ$C give 1.640 eV. Applied to the 5\% lifetime at 225~$^\circ$C, where $\beta=23.30$ eV$^{-1}$, this energy is about 0.183 eV too large, and the logarithmic error is
\begin{equation}
0.183\times(32.40-23.30)\simeq1.67 .
\end{equation}
The predicted lifetime is 5.3 times too long.

\section{A fit that lets the data choose}

A fixed-level line uses few readings and needs the level to be crossed in several bakes. It also cannot tell whether (\ref{rigid}) holds. The remedy is to fit all curves together, with two models of equal flexibility:
\begin{align}
\text{shared distribution:}\quad &\ln\tau=p+\beta z,& p&=\ln\tau_0,\quad z=E,\\
\text{single energy:}\quad &\ln\tau=z+\beta p,& p&=E_a,\quad z=u.
\end{align}
In each, one number $p$ is shared and a density in $z$ is free. The density is expanded in 14 normalized triangular functions $h_j(z)$ with coefficients $c_j\ge0$. A further share $c_s\ge0$ stands for regions that survive all bakes, and $\sum_jc_j+c_s=1$. The predicted loss is linear in the coefficients,
\begin{equation}
F(t,T)=\sum_jc_j\int h_j(z)\left(1-e^{-t/\tau(z,T)}\right)dz .
\end{equation}

The triangles span the range the data can see. Its lower end has $\ln\tau$ two units below the first reading in the coldest bake, and its upper end five units above the last reading in the hottest. For the shared model at $\tau_0=1$ ps the nodes are about 0.075 eV apart, near $2kT$ of the bakes. Much finer detail is blurred by the factor $1-e^{-x}$. Closer nodes therefore bring little benefit and can somewhat increase the scatter of the predictions, although the condition $c_j\ge0$ restrains it.

The procedure is as follows.
\begin{enumerate}
\item For a trial $p$, find the coefficients by nonnegative least squares, with residuals divided by the noise. The unit sum enters as one heavily weighted equation.
\item Scan $p$ on a coarse grid, then minimize $\chi^2(p)$ around the best grid point.
\item Do this for both models and compare the minima.
\item Compute $t_F$ at the use temperature from the preferred model by root finding.
\item Add noise to the fitted curves and refit many times to obtain an interval.
\end{enumerate}

Two conditions limit the prediction. First, the barrier reached in use must have been reached in a bake:
\begin{equation}
kT_{\rm use}\ln\frac{t_F}{\tau_0}\lesssim kT_{\rm hot}\ln\frac{t_{\max}}{\tau_0}.
\label{window}
\end{equation}
Here the right side is 1.765 eV, while the 5, 10 and 20\% lifetimes at 85~$^\circ$C need 1.428, 1.502 and 1.612 eV. The long extrapolation in time is an interpolation in barrier.

Second, different bakes must probe overlapping barriers, since one bake cannot fix $\tau_0$. If $\ln\tau_0$ is raised by $\delta$ and all barriers are lowered by $kT_{\rm bake}\delta$, every $\tau$ at that bake is unchanged. At the use temperature, however,
\begin{equation}
\Delta\ln\tau=\delta-\frac{kT_{\rm bake}\delta}{kT_{\rm use}}=\delta\left(1-\frac{T_{\rm bake}}{T_{\rm use}}\right).
\label{delta}
\end{equation}
The coefficient runs from $-0.18$ for the coldest bake to $-0.46$ for the hottest. Imposing $\ln\tau_0$ one unit above and below its best value in the joint fit to noise-free data, and refitting the density, changes the logarithm of the 5\% lifetime by $-0.32$ per unit. For this lifetime, an error in the prefactor is thus reduced about threefold.

\section{What the two fits predict}

For one noisy data set of 85 readings, the shared distribution gives $\chi^2=59$ and the single energy 128. Nonnegativity makes the number of active coefficients uncertain, but a correct model should give roughly 70 to 85 with a scatter near 12. The first value is acceptable and the second is not. The fitted parameters are $\ln(\tau_0/{\rm s})=-27.9$ and $E_a=1.549$ eV. The lifetimes at 85~$^\circ$C, in years, are:

\begin{center}
\begin{tabular}{cccc}
Loss & True & Shared & Single energy\\
5\% & 3.99 & 4.03 & 8.06\\
10\% & 43.1 & 47.2 & 51.6\\
20\% & 1550 & 1930 & 697
\end{tabular}
\end{center}

The single energy doubles the 5\% lifetime and more than halves the 20\% lifetime. The sign follows from (\ref{slope}). The fitted $E_a$ is a compromise among levels, so the error is roughly
\begin{equation}
\ln\frac{t_F^{\rm single}}{t_F}\approx(E_a-A_F)(\beta_{\rm use}-\bar\beta_F),
\end{equation}
where $\bar\beta_F$ is the mean $\beta$ of the bakes in which level $F$ was reached. All five bakes reach 5\%, the hottest four reach 10\%, and the hottest two reach 20\%. With $A_F$ at 200~$^\circ$C the estimates are
\begin{align}
5\%:&\quad(1.549-1.459)\times7.7\simeq0.7,\nonumber\\
10\%:&\quad(1.549-1.527)\times8.4\simeq0.2,\nonumber\\
20\%:&\quad(1.549-1.640)\times9.7\simeq-0.9.
\end{align}
The table gives 0.70, 0.18 and $-0.80$. The near agreement at 10\% is a crossing of signs and no evidence for a single barrier. The stretching in (\ref{stretch}) shows the same fault: the true 5 and 20\% lifetimes at 85~$^\circ$C are 6.0 apart in $\ln t$, and the single-energy fit makes them 4.5 apart.

Repeating the experiment 24 times with fresh noise separates bias from scatter. For the single energy the mean logarithmic errors at 5, 10 and 20\% are $+0.67$, $+0.14$ and $-0.92$, with standard deviations of 0.08 to 0.10. For the shared distribution they are $+0.01$, $+0.04$ and $+0.03$, with standard deviations of 0.08 to 0.12. The naive result is about as reproducible as the better one, so its small scatter gives no warning of its bias.

The lower $\chi^2$ picked the shared distribution in all 24 repetitions. To see whether the comparison merely favours that model, data were also simulated with a single barrier of 1.6 eV and a Gaussian density of $\ln(\text{prefactor}/{\rm s})$ with mean $-26$ and standard deviation 5. The single-energy model then won 24 times out of 24. Such a count still allows a true success rate as low as about 88\% at 95\% confidence, and it applies to these bakes and this noise. Colder, fewer or noisier bakes may leave the models indistinguishable; both predictions should then be reported.

A noisy fixed-level line remains a useful cross-check. With the 5\% crossings read from quartic polynomials through each of the four hottest bakes, its mean error is $+0.04$ and its standard deviation 0.16, against 0.08 for the joint fit, which also uses the coldest bake.

Step 5, with 24 refits, gives a central 68\% interval of 3.6 to 4.4 years for the 5\% lifetime. It contains readout noise alone. A specification may instead fix the time: after ten years at 85~$^\circ$C the true loss is 6.7\%; the shared fit gives 6.7\% and the single energy 5.5\%.

\section{What the shared distribution leaves out}

\textbf{Softening barriers.} Suppose $E(T)=E[1-a(T-T_{\rm use})]$, with $a$ chosen so that barriers at 250~$^\circ$C are 5\% lower than at 85~$^\circ$C. Then
\begin{equation}
\ln\tau=\ln\tau_0-\frac{aE}{k}+\beta E(1+aT_{\rm use}).
\end{equation}
With $a=0.05/165$ K$^{-1}$ and $E\simeq1.5$ eV, the second term is about $-5.3$ and looks like a shorter prefactor. A refit to noise-free softened data indeed returns $\ln(\tau_0/{\rm s})=-33.2$. It predicts the 5\% lifetime 15\% too long, while the misfit adds only about 3 to $\chi^2$, too little to notice. The fitted $\tau_0$ is therefore an extrapolation parameter and should not be read as a microscopic attempt time.

\textbf{Depolarization feedback.} A field $\mathcal E$ acting on polarization $P$ changes the barrier by about $2P\mathcal Ev$, where $v$ is the activation volume. Round values of 20 $\mu$C/cm$^2$, 0.3 MV/cm and 1 nm$^3$ give 0.075 eV. A depolarizing field proportional to the net polarization $1-2F$ weakens as loss proceeds, so all barriers rise by $cF$ with $c=0.15$ eV. All rates then carry the common factor $e^{-\beta cF}$. In the effective time defined by $d\theta=e^{-\beta cF}dt$ the populations follow the original law, and
\begin{equation}
t=\int_0^\theta e^{\beta cF(\theta')}d\theta' .
\end{equation}
Numerical integration lengthens the 5\% lifetime by 19\% relative to a field frozen at its initial value. If the bake data contain the same feedback, the refitted distribution absorbs most of it, and the predicted 5\% lifetime is 1\% too long.

\textbf{Imprint.} Charge that gathers while one state is stored can build an internal field that favours this state. If the other state is then written, the field promotes its loss. If it lowers all barriers by $D$, each $\tau$, and hence each lifetime, is divided by $e^{\beta D}$. A constant $D$ present in every bake and also in use merely displaces $g(E)$ and does not harm the prediction. If 0.3 MV/cm is present from the start in use but absent in the bakes, then $D=0.075$ eV and the factor is $e^{32.40\times0.075}\simeq11$: four years become about four months.

\textbf{Return jumps.} If a region can also jump back at the same rate $1/\tau$, the chance of finding it reversed is $(1-e^{-2t/\tau})/2$. This is the original law with $\tau_0$ and every share halved, the other half counting as survivors, so the fit absorbs it. The lifetimes themselves become longer, but they are predicted as accurately as before. A bias that makes the two rates unequal also makes the final loss depend on temperature, which the model does not describe.

\textbf{Comparison with real capacitors.} The polarization is in the rough range of hafnium--zirconium oxide films about 10 nm thick. The barriers, prefactor, activation volume and internal field are round model values, and 250~$^\circ$C is a severe bake that may start processes absent at 85~$^\circ$C. Of the effects sized here, imprint that differs between bake and use moves the lifetime most, by far more than the choice between the two fits. Both stored states should therefore be baked, and the shift of the switching voltage recorded at each reading. If that shift differs between bakes at equal loss, the barriers may not be fixed, and a good $\chi^2$ does not guarantee the extrapolation. A shift common to all barriers and linear in temperature, down to the use temperature, is absorbed by the fitted $\tau_0$. One proportional to the barrier is absorbed only in part, as the 15\% error above shows, and one that builds up differently in use need not be absorbed at all.
